\section*{Resistivity of a Metal with Randomly Spaced, Partially Reflecting Grain Boundaries}

\section{One boundary}

\textbf{Q.} You want to replace the grain boundaries of a metal by flat planes and obtain a resistivity. What is the model, and what does a single plane do?

\textbf{A.} Take free electrons with Fermi wavenumber $k_F$, in Hartree atomic units ($\hbar=m=e=1$), so that velocity equals wavenumber. Without planes, isotropic bulk scattering acts with relaxation time $\tau$ and free path $\lambda=k_F\tau$. The planes are normal to $x$, the direction of the current, and have mean spacing $D$, the grain size. Each is a barrier $S\,\delta(x-x_n)$.

The barrier depends on $x$ alone, so the transverse wavevector is conserved and we need only the motion along $x$. For a plane at $x=0$ and $k=k_x>0$, write
\begin{equation}
\psi=e^{ikx}+b\,e^{-ikx}\ (x<0),\qquad \psi=t\,e^{ikx}\ (x>0).
\end{equation}
Continuity gives $1+b=t$. Integrating the Schr\"odinger equation across the barrier gives $\psi'(0^+)-\psi'(0^-)=2S\psi(0)$, that is,
\begin{equation}
ikt-ik(1-b)=2St .
\end{equation}
Since $1-b=2-t$, this becomes $2ik(t-1)=2St$, so $t=1/(1+iS/k)$. With $T=|t|^2$ and $R_k=1-T$,
\begin{equation}
T=\frac{1}{1+S^2/k^2},\qquad \frac{R_k}{T}=\frac{S^2}{k^2}.
\label{delta}
\end{equation}

\textbf{Q.} Then the reflection coefficient depends on angle. Which value will appear in the result?

\textbf{A.} Let $R$ without a subscript be the probability that an electron at the Fermi energy is reflected at normal incidence. Define
\begin{equation}
r=\frac{R}{1-R}=\frac{S^2}{k_F^2},\qquad c=\frac{|k_x|}{k_F}.
\end{equation}
At oblique incidence $R_k/T=r/c^2$. For $R=0.20$ we have $r=0.25$; at $c=0.4$ the ratio is $0.25/0.16=1.56$, and the reflection probability is $1.56/2.56=0.61$. Grazing electrons are reflected much more strongly.

\section{Many boundaries}

\textbf{Q.} Waves reflected by different planes interfere. Why should the planes act independently?

\textbf{A.} For weak barriers, sufficiently irregular spacing makes them do so. To leading order in the barriers, the golden rule shows the condition. In a length $L$ there are $N=L/D$ planes. Energy and transverse momentum are conserved, so the only change of state is $k_x\to-k_x$, with matrix element
\begin{equation}
\langle -k_x|V|k_x\rangle=\frac{S}{L}\sum_n e^{2ik_xx_n}.
\end{equation}
Let $F$ be the average of $|\sum_n e^{2ik_xx_n}|^2/N$. The mean squared matrix element is then $S^2NF/L^2=S^2F/(LD)$. The sum over final states on the reversed branch is
\begin{equation}
\frac{L}{2\pi}\int dk'\,\delta\!\left(\frac{k'^2-k_x^2}{2}\right)=\frac{L}{2\pi|k_x|}.
\end{equation}
Multiplying these factors by $2\pi$ gives the reflection rate
\begin{equation}
\Gamma=2\pi\,\frac{S^2F}{LD}\,\frac{L}{2\pi|k_x|}
=\frac{|k_x|}{D}\,\frac{S^2}{k_x^2}\,F .
\label{rate}
\end{equation}
The first factor is the number of planes met per unit time; the second is $R_k/T$, which equals $R_k$ to leading order.

\textbf{Q.} And what is $F$ for random spacings?

\textbf{A.} Let the spacings be independent and Gaussian, with mean $D$ and standard deviation $s$ well below $D$, so that negative spacings have negligible weight. One spacing contributes the average phase factor
\begin{equation}
\phi=\langle e^{2ik_x\ell}\rangle=p\,e^{2ik_xD},\qquad p=e^{-2k_x^2s^2}.
\end{equation}
Two planes $m$ spacings apart contribute $\phi^m$. For a long chain, summing the geometric series gives
\begin{align}
F&=1+\sum_{m=1}^{\infty}(\phi^m+\phi^{*m})
=\mathrm{Re}\,\frac{1+\phi}{1-\phi}\nonumber\\
&=\frac{1-p^2}{1+p^2-2p\cos(2k_xD)} .
\label{factor}
\end{align}
When $|k_x|s\gg1$, $p$ vanishes and $F=1$: the reflection rates add.

\textbf{Q.} For grazing electrons $k_x$ goes to zero, so that condition must fail somewhere.

\textbf{A.} It fails for $c\lesssim c_0=1/(k_Fs)$. These electrons carry little current, because both their velocity along $x$ and their response to the field are proportional to $c$. In units of the bulk conductivity their share is at most $3\int_0^{c_0}c^2dc=c_0^3$, whatever the planes do. With $k_Fs=56$ this bound is about $6\times10^{-6}$. At $c=c_0$ itself $p=e^{-2}$ is not yet negligible, but at $c=2c_0$ it is $e^{-8}$, and the share up to there is at most $8c_0^3\approx5\times10^{-5}$. I therefore set $F=1$ and return to narrow spreads later.

\section{The factor of two}

\textbf{Q.} How does the reflection rate enter the resistivity? You cannot simply add it to $1/\tau$.

\textbf{A.} No, because reflection does not randomize the direction; it reverses one component. Let $U$ be the force on an electron along $x$, and write the occupation as $f=f_0+(-\partial f_0/\partial\varepsilon)\,g$, where $g$ is an energy. Assume for now that $g$ does not depend on position. The linear, steady Boltzmann equation is
\begin{equation}
Uk_x=\frac{g-\bar g}{\tau}+\Gamma\,[g(k_x)-g(-k_x)],
\label{boltzmann}
\end{equation}
where $\bar g$ is the average over the Fermi sphere. The driving term is odd in $k_x$, so we seek an odd $g$. Then $\bar g=0$ and $g(-k_x)=-g(k_x)$, which gives
\begin{equation}
Uk_x=g\left(\frac1\tau+2\Gamma\right),\qquad
g=\frac{Uk_x\tau}{1+2\Gamma\tau}.
\end{equation}
The 2 arises because each reflection removes $g$ from one direction and supplies $-g$ from the other. With $F=1$, $S^2=k_F^2r$ and $\tau=\lambda/k_F$,
\begin{equation}
2\Gamma\tau=\frac{2S^2\tau}{D\,k_Fc}=\frac{\alpha}{c},\qquad
\alpha=\frac{2\lambda}{D}\,\frac{R}{1-R}.
\label{alpha}
\end{equation}

\textbf{Q.} I know the Mayadas-Shatzkes parameter as $(\lambda/D)R/(1-R)$, without the 2.

\textbf{A.} With $R$ defined as the probability that one delta plane reflects an electron at normal incidence, the 2 must be there. The form without it can be kept if its coefficient is read as an effective one, $R'$, with $R'/(1-R')=2R/(1-R)$. Solving for $R'$,
\begin{equation}
R'=\frac{2R/(1-R)}{1+2R/(1-R)}=\frac{2R}{1+R}.
\end{equation}
A true probability of 0.20 then appears as $R'=0.33$. The dependence on $\alpha$ is the same in both conventions, but the value of $R$ inferred from a resistivity is not. A real boundary need not follow the angular law $r/c^2$ or conserve the transverse wavevector, and a real Fermi surface is not a sphere, so a value fitted to a measured resistivity remains an effective parameter in either convention.

\section{The resistivity}

\textbf{Q.} Before I argue about that 2, finish the calculation.

\textbf{A.} The conductivity is the particle current divided by $U$, since the signs of the electron charge in current and force cancel. Including spin,
\begin{equation}
\sigma=\frac{2}{(2\pi)^3}\int d^3k\,
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\frac{k_x^2\tau}{1+\alpha/c}.
\end{equation}
At low temperature the derivative is $\delta(k^2/2-k_F^2/2)$, and $\int k^4\,\delta(k^2/2-k_F^2/2)\,dk=k_F^3$. The azimuth gives $2\pi$, and the two signs of $k_x$ contribute equally:
\begin{equation}
\sigma=\frac{2}{8\pi^3}\,2\pi\,k_F^3\tau\;2\!\int_0^1\!\frac{c^2\,dc}{1+\alpha/c}
=\frac{k_F^3\tau}{\pi^2}\int_0^1\frac{c^3}{c+\alpha}\,dc .
\end{equation}
For $\alpha=0$ the integral is $1/3$, so $\sigma_0=k_F^3\tau/(3\pi^2)=n\tau$, with $n$ the electron density, as it should be. Dividing by $\sigma_0=1/\rho_0$ and using
\begin{equation}
\frac{c^3}{c+\alpha}=c^2-\alpha c+\alpha^2-\frac{\alpha^3}{c+\alpha},
\end{equation}
we obtain the Mayadas-Shatzkes function
\begin{equation}
\frac{\rho_0}{\rho}=3\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\!\left(1+\frac1\alpha\right)\right].
\label{ms}
\end{equation}

\textbf{Q.} The terms with $\alpha^2$ and $\alpha^3$ look dangerous when $\alpha$ is large.

\textbf{A.} They cancel, as the integral shows. For large $\alpha$, expand $1/(c+\alpha)=1/\alpha-c/\alpha^2+\dots$:
\begin{equation}
\frac{\rho_0}{\rho}=\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}+\dots\right),\qquad
\frac{\rho}{\rho_0}=\frac{4\alpha}{3}+\frac{16}{15}+\dots
\label{large}
\end{equation}
For small $\alpha$, (\ref{ms}) gives $\rho_0/\rho=1-x$ with $x=\frac32\alpha-3\alpha^2+\dots$. Then $\rho/\rho_0=1+x+x^2+\dots$, so
\begin{equation}
\frac{\rho}{\rho_0}=1+\frac{3\alpha}{2}+\left(\frac94-3\right)\alpha^2+\dots
=1+\frac{3\alpha}{2}-\frac{3\alpha^2}{4}+\dots
\label{small}
\end{equation}
The initial slope $3/2$ and the final slope $4/3$ differ little. The added resistivity is therefore nearly proportional to $\alpha$, and so to $1/D$. Moreover, $\rho_0\lambda=3\pi^2/k_F^2$ does not contain $\lambda$. In this model the part added by the boundaries thus depends only weakly on the bulk free path, although $\lambda$ stands in $\alpha$.

\textbf{Q.} Real grains also have walls parallel to the current. Where are they?

\textbf{A.} Add planes that reflect $k_y$ or $k_z$. Our solution $g$ depends on $k_x$ alone, and such a reflection leaves $k_x$ unchanged. Its collision term, proportional to $g(k_x,k_y,k_z)-g(k_x,-k_y,k_z)$ for the first set, is zero. Within this Boltzmann model a box-like array of specular walls therefore has the same resistivity. Rough walls, which mix $k_x$ with the other components, would add resistance.

A numerical solution of the collision equation on a grid of directions, with the reversal written as an exchange between $k_x$ and $-k_x$, agrees with (\ref{ms}) both with and without the side walls.

\section{Are the planes really a uniform scattering rate?}

\textbf{Q.} Here is my main doubt. The planes sit at fixed places, and you smeared them into a rate. You also used the golden rule, yet $R/(1-R)$ can be large. Perhaps the 2 is an artefact.

\textbf{A.} Drop the golden rule and consider fluxes at one fixed plane, ignoring interference. Let $h_+$ and $h_-$ be the energy deviations of right- and left-moving electrons on its left side, measured in the electrochemical energy, and $h'_+$, $h'_-$ those on its right. Flux matching gives
\begin{equation}
h_-=R_kh_++Th'_-,\qquad h'_+=Th_++R_kh'_- .
\end{equation}
The net flux is the same on both sides: $j=h_+-h_-=h'_+-h'_-=T(h_+-h'_-)$. Let $a$ and $a'$ be the means of the two directions on the left and right. Then $h_+=a+j/2$ and $h'_-=a'-j/2$, so
\begin{equation}
j=T(a-a'+j)\quad\Longrightarrow\quad a-a'=\frac{R_k}{T}\,j .
\label{jump}
\end{equation}
Without bulk scattering, $a$ is constant between planes and the whole drop $UD$ of each grain occurs at a plane. Hence $j=UD\,T/R_k$.

The uniform model without bulk scattering has $g=Uk_x/(2\Gamma)$ and $j=2g=Uk_x/\Gamma$ for $k_x>0$. The two agree if $\Gamma=(k_x/D)R_k/T$. By (\ref{delta}) this is the rate (\ref{rate}) with $F=1$. The agreement holds for any $R<1$, and it includes the factor 2.

\textbf{Q.} That covers many planes per free path. What about the opposite case?

\textbf{A.} There the uniform model is less accurate, and one limit can be worked out. Take opaque planes, $r\gg1$, so far apart that $\alpha\ll1$. Bulk scattering makes the electrons arriving at each plane nearly isotropic, with an energy step $\Delta$ across it. The flux in each direction is $T\Delta$ with $T\simeq c^2/r$, and the angular mean of the particle current, in units of $k_F$, is
\begin{equation}
J=\frac12\int_0^1c\,\frac{c^2}{r}\,\Delta\,dc=\frac{\Delta}{8r}.
\end{equation}
In the bulk, $g=U\lambda c$ for forward motion and $-U\lambda c$ for backward motion, so $J=\int_0^1U\lambda c^2dc=U\lambda/3$. The bulk drop per grain is therefore $UD=3JD/\lambda$, and the plane adds $\Delta=8rJ$:
\begin{equation}
\frac{\rho}{\rho_0}-1=\frac{8rJ}{3JD/\lambda}=\frac{8r\lambda}{3D}.
\end{equation}
Equation (\ref{small}) gives $\frac32\alpha=3r\lambda/D$ instead. In this limit it overestimates the added part by one eighth of the correct value.

\textbf{Q.} And between the limits?

\textbf{A.} There one can solve the equation with position retained,
\begin{equation}
k_x\frac{\partial h}{\partial x}+\frac{h-\bar h(x)}{\tau}=Uk_x,
\end{equation}
with $h$ measured from the uniform equilibrium, $\bar h$ its local angular average, and full flux matching at a plane in each period $D$. The average $\bar h(x)$ lets bulk scattering conserve particles at every point.

For $\lambda/D=0.2$ and $R=0.5$, this gives $\rho/\rho_0=1.545$ (the finite spatial grid behind the printed output gives 1.546), while (\ref{ms}) gives 1.564 and the same function without the 2 gives 1.287. For $\lambda/D=5$ and $R=0.5$, the values are 14.396, 14.397 and 7.727. In the five cases computed, (\ref{ms}) with the factor 2 lies within about 1.2 percent of the kinetic result; for nearly opaque planes with $\alpha$ near 0.6 the difference reaches about 2 percent. Without the 2 and with the same $R$, the result is 17 to 50 percent too low, relative to the kinetic value.

\section{A numerical case}

\textbf{Q.} Give me numbers for a fine-grained metal, leaving out scattering at its outer surfaces.

\textbf{A.} Choose round parameters, not those of a named metal: $k_F=0.70$ bohr$^{-1}$, $\lambda=800$ bohr, $D=400$ bohr, $s=80$ bohr and $R=0.20$. The barrier strength is $S=k_F\sqrt r=0.70\times0.50=0.35$ hartree bohr, and
\begin{equation}
\alpha=2\times\frac{800}{400}\times0.25=1.0 .
\end{equation}
The bulk resistivity is $\rho_0=3\pi^2/(k_F^2\lambda)=29.61/(0.49\times800)=0.0755$ atomic units, or 1.64 $\mu\Omega\,$cm. At $\alpha=1$,
\begin{equation}
\frac{\rho_0}{\rho}=3\left(\frac13-\frac12+1-\ln2\right)=0.4206,\qquad
\frac{\rho}{\rho_0}=2.378 .
\end{equation}
The resistivity with boundaries is $2.378\times0.0755=0.180$ atomic units, or 3.90 $\mu\Omega\,$cm. Fixed planes give the ratio 2.374. Without the 2, and with the same $R$, the ratio would be 1.70.

\textbf{Q.} How does it change with grain size?

\textbf{A.} With the other parameters fixed:
\begin{center}
\begin{tabular}{rrr}
$D$ (bohr) & $\alpha$ & $\rho/\rho_0$\\
100 & 4.00 & 6.39\\
200 & 2.00 & 3.72\\
400 & 1.00 & 2.38\\
800 & 0.50 & 1.70\\
1600 & 0.25 & 1.36
\end{tabular}
\end{center}
Halving $D$ from 200 to 100 bohr raises the added part from 2.72 to 5.39, a factor of 1.98. From 1600 to 800 bohr it rises from 0.357 to 0.701, a factor of 1.96. This is the near proportionality to $1/D$ expected from the two slopes. At $\alpha=4$ the large-$\alpha$ form (\ref{large}) gives $5.33+1.07=6.40$, already close to 6.39.

\section{Where the result fails}

\textbf{Q.} You promised to return to regular spacing.

\textbf{A.} Put the full $F$ of (\ref{factor}) into the angular integral, replacing $\alpha/c$ by $\alpha F/c$. For $s=80$ bohr the conductivity changes by less than one part in a million. For $s=0.8$ bohr, where $k_Fs=0.56$, this formula gives a rise of 43 percent relative to (\ref{ms}).

The sign can be understood. At fixed $p$, the average of $F$ over the phase $2k_xD$ is 1, because every term $\phi^m$ averages to zero. The function $1/(1+\alpha F/c)$ is convex in $F$, so its average is at least its value at $F=1$. Since $k_FD=280$, the phase runs through many cycles across the Fermi surface while $p$ changes slowly, and the angular integral performs this average. Directions with weak backscattering gain more current than the others lose. The 43 percent leaves out bulk scattering between the planes, which weakens the interference. A wave reflected one plane later crosses the spacing twice more, so $\phi$ acquires a factor $e^{-D/(\lambda c)}$. With this factor the rise is only 7 to 8 percent. Both numbers are leading-order estimates: with barriers this strong, repeated coherent reflections between the planes would have to be included as well.

\textbf{Q.} With irregular spacing, is interference then harmless?

\textbf{A.} Not if the electron keeps its phase through many reflections. Describe each stretch of the chain by a matrix $M$ that connects the wave amplitudes at its two ends. Current conservation gives $|M_{22}|^2=|M_{11}|^2=1+|M_{12}|^2$, and $1/T=|M_{22}|^2$, so $|M_{12}|^2=R_k/T\equiv q$. Joining stretches 1 and 2 through a random phase $\theta$ gives, up to an overall phase,
\begin{equation}
M_{12}=M^{(1)}_{11}M^{(2)}_{12}+e^{i\theta}M^{(1)}_{12}M^{(2)}_{22}.
\end{equation}
Averaging over $\theta$ removes the cross term:
\begin{align}
\langle q\rangle&=(1+q_1)q_2+q_1(1+q_2)=q_1+q_2+2q_1q_2,\nonumber\\
1+2\langle q\rangle&=(1+2q_1)(1+2q_2).
\end{align}
For $N$ equal planes at normal incidence, repetition gives
\begin{equation}
\langle q\rangle=\frac{(1+2r)^N-1}{2}.
\end{equation}
Without interference, the steps (\ref{jump}) add and give $Nr$. The two agree for $Nr\ll1$, but the coherent value grows exponentially with $N$.

\textbf{Q.} Does that touch your numerical case?

\textbf{A.} Less than the growth of $\langle q\rangle$ suggests. One free path contains $\lambda/D=2$ planes. With $r=0.25$ the coherent mean of $q$ is $(1.5^2-1)/2=0.625$, against an incoherent sum of 0.50. But electrons with different transverse wavevectors carry current in parallel, so the mean of the transmission matters, not the mean of $q$. For two equal planes, each with reflection $R$ and transmission $1-R$, the phase average of the total transmission is $(1-R)^2/(1-R^2)=1/(1+2r)$, exactly the incoherent value. For six planes at normal incidence $\langle q\rangle$ is 5.2 against 1.5, whereas the ratio of reflection to transmission formed from the mean transmission is only about 1.7. Normal incidence is the mildest case: at $c=0.5$ the same six planes give about 11 against an incoherent sum of 6. The resistivity of 3.90 $\mu\Omega\,$cm neglects this remaining interference. It assumes that phase memory is lost between planes, for instance through inelastic collisions that hardly deflect the electron and so do not shorten $\lambda$ appreciably. When $\alpha$ is small, few reflections occur within a free path and the assumption matters less. When $\alpha$ is large, it is a physical condition that must be justified separately.

The numerical output that follows lists the main values together with the comparisons behind them.

\section*{Table of computed values}
\begin{verbatim}
Fermi wavenumber: 0.70 1/bohr
bulk free path: 800 bohr = 42.3 nm
mean grain size: 400 bohr = 21.2 nm
spread of plane spacing: 80 bohr
kF times spread: 56.0 (no unit)
reflection probability R: 0.20
R/(1-R): 0.2500
barrier strength S: 0.3500 hartree bohr
electron density: 0.011584 1/bohr^3
bulk relaxation time: 1142.9 a.u.
alpha: 1.0000
thin barrier, k/kF = 1.0: reflection 0.2000
thin barrier, k/kF = 0.4: reflection 0.6098
structure factor, kD = 0.9 pi, s/D = 0.2: 1.699; sampled 1.675 +- 0.026
rho0/rho, closed form: 0.420558
rho0/rho, collision matrix: 0.420558
rho0/rho, with side planes: 0.420558
small alpha, coefficient of alpha^2: -0.748
large alpha, rho/rho0 - 4 alpha/3: 1.0667
fixed planes: path/D, R, rho/rho0 kinetic, prefactor 2, prefactor 1
    0.2  0.5    1.5458    1.5638    1.2870
    1.0  0.3    2.1771    2.1851    1.6030
    2.0  0.2    2.3744    2.3778    1.7006
    5.0  0.5   14.3956   14.3967    7.7270
   50.0  0.5  134.3996  134.3996   67.7326
fixed planes, change on grid refinement: 7.0e-06
coherent chain of 2: mean R/T 0.624 +- 0.001, law 0.625, incoherent sum 0.500
coherent chain of 6: mean R/T 5.191 +- 0.018, law 5.195, incoherent sum 1.500
full structure factor, spread 80 bohr: conductivity changes by 7.4e-08 (relative)
full structure factor, spread 0.8 bohr: conductivity changes by 42.9 percent
bulk resistivity: 0.07553 a.u. = 1.642 micro-ohm cm
rho/rho0: 2.3778
resistivity with planes: 0.17960 a.u. = 3.904 micro-ohm cm
rho/rho0 with prefactor 1: 1.7006
effective R that prefactor 1 would need: 0.3333
grain size (bohr), alpha, rho/rho0:
     100   4.000   6.3923
     200   2.000   3.7197
     400   1.000   2.3778
     800   0.500   1.7006
    1600   0.250   1.3567
\end{verbatim}
